# The nonlocal commutator setting for optical dipoles and static susceptibility: verification in Python

```python
"""Dipoles and static susceptibility of a 1D crystal with separable pseudopotential.

Result under test: hbar*v = dH/dk = hbar*p/m + i[V_NL,x], |x_cv| = |hbar v_cv|/E_cv,
chi = 4 e^2/(eps0 A) * integral dk/(2 pi) sum_c |hbar v_cv|^2 / E_cv^3,
and the error made when the commutator i[V_NL,x] is left out.
Symbols: a period, A cross-section per chain, V_NL = sum_j |beta_j>D_j<beta_j| on
each ion, b_j(q) Fourier transform of beta_j, E_cv = E_c - E_v; one filled band,
two spins. Lengths in nm, energies in eV, hbar*v in eV nm.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import hbar, m_e, e, epsilon_0, k as k_B

h2m = hbar**2 / (2 * m_e) / e * 1e18        # hbar^2/2m in eV nm^2
coulomb = e / epsilon_0 * 1e9               # e^2/eps0 in eV nm
a = 0.4
area = a**2
v_local = 2.0                              # V_loc = -v_local cos(2 pi x/a)
sigma = 0.08
strengths = np.array([-1.5, 1.0])          # even and odd projector
g1 = 2 * np.pi / a
k_edge = np.pi / a


def beta(x):
    even = (np.pi * sigma**2)**-0.25 * np.exp(-x**2 / (2 * sigma**2))
    return np.array([even, np.sqrt(2) * x / sigma * even])


def projector_ft(q):
    """Fourier transforms b_j(q) and their derivatives db_j/dq."""
    b0 = (4 * np.pi * sigma**2)**0.25 * np.exp(-(q * sigma)**2 / 2)
    b = np.array([b0 + 0j, -1j * np.sqrt(2) * sigma * q * b0])
    db = np.array([-q * sigma**2 * b0 + 0j,
                   -1j * np.sqrt(2) * sigma * (1 - (q * sigma)**2) * b0])
    return b, db


def bloch(k, scale=1.0, nmax=8):
    """H(k), momentum part and commutator part of hbar*v in plane waves."""
    q = k + g1 * np.arange(-nmax, nmax + 1)
    size = len(q)
    b, db = projector_ft(q)
    ham = np.diag(h2m * q**2)
    ham += -v_local / 2 * (np.eye(size, k=1) + np.eye(size, k=-1))
    commutator = np.zeros((size, size))
    for j, strength in enumerate(strengths):
        f = scale * strength / a
        ham += f * np.outer(b[j], b[j].conj()).real
        commutator += f * (np.outer(db[j], b[j].conj())
                           + np.outer(b[j], db[j].conj())).real
    return ham, np.diag(2 * h2m * q), commutator


def k_mesh(nk):
    return g1 * ((np.arange(nk) + 0.5) / nk - 0.5)


def transitions(scale=1.0, nk=80, nmax=8):
    """E_cv and both parts of hbar*v_cv for all k and all conduction bands."""
    gaps, mom, com = [], [], []
    for k in k_mesh(nk):
        ham, dp, dc = bloch(k, scale, nmax)
        en, c = np.linalg.eigh(ham)
        gaps.append(en[1:] - en[0])
        mom.append(c[:, 1:].T @ dp @ c[:, 0])
        com.append(c[:, 1:].T @ dc @ c[:, 0])
    return np.array(gaps), np.array(mom), np.array(com)


def zone_chi(integrand):
    """4 e^2/(eps0 A) * integral dk/2pi of sum_c integrand."""
    return 4 * coulomb / (area * a) * integrand.sum(axis=1).mean()


def band_gap(scale=1.0):
    ks = np.linspace(0, k_edge, 101)
    en = np.array([np.linalg.eigvalsh(bloch(k, scale)[0])[:2] for k in ks])
    return en[:, 1].min() - en[:, 0].max()


# Projector transforms and commutator against real-space quadrature
x = np.linspace(-1, 1, 801)
dx = x[1] - x[0]
bx = beta(x)
for q in (-11.0, 0.0, 7.3):
    b, db = projector_ft(q)
    wave = np.exp(-1j * q * x)
    assert np.allclose(b, (bx * wave).sum(axis=1) * dx, atol=1e-10)
    assert np.allclose(db, (-1j * x * bx * wave).sum(axis=1) * dx, atol=1e-10)
kernel = sum(d * np.outer(f, f) for d, f in zip(strengths, bx))
kernel_comm = 1j * kernel * (x[None, :] - x[:, None])
k_test = 0.3 * g1
comm_matrix = bloch(k_test)[2]
for i, j in ((8, 8), (7, 9), (10, 8)):
    qi, qj = k_test + g1 * (i - 8), k_test + g1 * (j - 8)
    direct = np.exp(-1j * qi * x) @ kernel_comm @ np.exp(1j * qj * x) * dx**2 / a
    assert abs(direct - comm_matrix[i, j]) < 1e-9

# Band slope against diagonal velocity
ham, dp, dc = bloch(k_test)
en, c = np.linalg.eigh(ham)
step = 1e-4
slope = (np.linalg.eigvalsh(bloch(k_test + step)[0])[0]
         - np.linalg.eigvalsh(bloch(k_test - step)[0])[0]) / (2 * step)
slope_p = c[:, 0] @ dp @ c[:, 0]
slope_full = slope_p + c[:, 0] @ dc @ c[:, 0]
assert abs(slope - slope_full) < 1e-6
assert abs(slope - slope_p) > 1e-3

# Interband dipole against overlaps of neighbouring Bloch states
c_plus = np.linalg.eigh(bloch(k_test + step / 2)[0])[1]
c_minus = np.linalg.eigh(bloch(k_test - step / 2)[0])[1]
x_overlap = abs(c_plus[:, 1] @ c_minus[:, 0]) / step
x_full = abs(c[:, 1] @ (dp + dc) @ c[:, 0]) / (en[1] - en[0])
x_mom = abs(c[:, 1] @ dp @ c[:, 0]) / (en[1] - en[0])
assert abs(x_overlap / x_full - 1) < 1e-4
assert abs(x_overlap / x_mom - 1) > 0.01

# Susceptibilities
gap_cv, mom, com = transitions()
chi = zone_chi((mom + com)**2 / gap_cv**3)
chi_p = zone_chi(mom**2 / gap_cv**3)
chi_cross = zone_chi(2 * mom * com / gap_cv**3)
chi_square = zone_chi(com**2 / gap_cv**3)


def chi_at(nk, nmax):
    g, p, n = transitions(1.0, nk, nmax)
    return zone_chi((p + n)**2 / g**3)


shift_k = chi_at(160, 8) - chi
shift_pw = chi_at(80, 12) - chi
assert abs(shift_k) < 1e-6 and abs(shift_pw) < 1e-6


def ring_chi(cells, u0=0.01):
    """Density response of a ring to u0 cos(qx); no velocity operator is used."""
    length = cells * a
    q = 2 * np.pi / length * np.arange(-8 * cells, 8 * cells + 1)
    size = len(q)
    b = projector_ft(q)[0]
    phases = np.exp(-1j * np.outer(q, a * np.arange(cells)))
    ham = np.diag(h2m * q**2).astype(complex)
    ham += -v_local / 2 * (np.eye(size, k=cells) + np.eye(size, k=-cells))
    for j, strength in enumerate(strengths):
        cols = b[j][:, None] * phases / np.sqrt(length)
        ham += strength * cols @ cols.conj().T
    assert abs(ham.imag).max() < 1e-9
    ham = ham.real
    cosine = 0.5 * (np.eye(size, k=1) + np.eye(size, k=-1))
    waves = []
    for sign in (1, -1):
        orb = eigh(ham + sign * u0 * cosine, subset_by_index=[0, cells - 1])[1]
        waves.append(2 / length * 2 * np.sum(orb[1:] * orb[:-1]))
    dn = (waves[0] - waves[1]) / 2
    q_wave = 2 * np.pi / length
    return -dn / (q_wave**2 * u0) * coulomb / area


ring_small, ring_large = ring_chi(20), ring_chi(40)
chi_ring = (4 * ring_large - ring_small) / 3
# the extrapolation leaves an error of fourth order in the wave number
assert abs(chi_ring / chi - 1) < 2e-3
assert abs(chi_ring / chi_p - 1) > 0.05

# Velocity-gauge cancellation, second derivative of H by finite differences
h = 1e-3
curvature = []
for k in k_mesh(80):
    h0 = bloch(k)[0]
    v0 = np.linalg.eigh(h0)[1][:, 0]
    second = (bloch(k + h)[0] - 2 * h0 + bloch(k - h)[0]) / h**2
    curvature.append(v0 @ second @ v0)
dia = np.mean(curvature)
para = (2 * (mom + com)**2 / gap_cv).sum(axis=1).mean()
dia_p = 2 * h2m
para_p = (2 * mom**2 / gap_cv).sum(axis=1).mean()
assert abs(para / dia - 1) < 1e-4
assert abs(para_p / dia_p - 1) > 0.01
photon = 1.0
chi_spurious = 2 * coulomb / (area * a) * (para_p - dia_p) / photon**2

# Scan of the nonlocal strength
scan = []
for scale in (-0.5, 0.0, 0.5, 1.0):
    g, p, n = transitions(scale)
    full, only_p = zone_chi((p + n)**2 / g**3), zone_chi(p**2 / g**3)
    scan.append((scale, band_gap(scale), full, only_p, 100 * (only_p / full - 1)))
assert all(row[1] > 0 for row in scan)
assert scan[0][4] > 0 > scan[3][4]
assert abs(scan[1][4]) < 1e-10

# Local fields in the random-phase approximation, charge uniform across the section
q_small = 0.02
g_index = np.arange(-4, 5)
response = np.zeros((9, 9))
for k in k_mesh(80):
    e0, c0 = np.linalg.eigh(bloch(k - q_small / 2)[0])
    e1, c1 = np.linalg.eigh(bloch(k + q_small / 2)[0])
    m = np.array([np.roll(c0[:, 0], g) @ c1[:, 1:] for g in g_index])
    response += (m / (e1[1:] - e0[0])) @ m.T
response *= 4 / (a * 80)
wave_numbers = abs(q_small + g1 * g_index)
eps = np.eye(9) + coulomb / area * response / np.outer(wave_numbers, wave_numbers)
assert abs((eps[4, 4] - 1) / chi - 1) < 1e-3
chi_lf = 1 / np.linalg.inv(eps)[4, 4] - 1

# Other neglected effects
x2 = ((mom + com) / gap_cv)**2
chi_shift = zone_chi(x2 / (gap_cv + 0.5))
chi_photon = zone_chi(x2 * gap_cv / (gap_cv**2 - photon**2))
gap = band_gap()
assert gap > photon
boltzmann = np.exp(-gap * e / (2 * k_B * 300))

# Zone-edge matrix elements
ham, dp, dc = bloch(k_edge)
en, c = np.linalg.eigh(ham)
p_edge, n_edge = c[:, 1] @ dp @ c[:, 0], c[:, 1] @ dc @ c[:, 0]
sign = np.sign(p_edge)
p_edge, n_edge = sign * p_edge, sign * n_edge
gap_edge = en[1] - en[0]

print(f"period a = {a:.2f} nm, cross-section A = {area:.2f} nm^2")
print(f"local potential amplitude = {v_local:.2f} eV")
print(f"projector width = {sigma:.2f} nm")
print(f"strengths even, odd = {strengths[0]:.2f}, {strengths[1]:.2f} eV")
print(f"hbar^2/2m = {h2m:.6f} eV nm^2, e^2/eps0 = {coulomb:.4f} eV nm")
print(f"fundamental gap = {gap:.4f} eV")
print(f"zone edge: E_cv = {gap_edge:.4f} eV")
print(f"zone edge: momentum part of hbar v = {p_edge:.5f} eV nm")
print(f"zone edge: commutator part = {n_edge:.5f} eV nm")
print(f"zone edge: full hbar v = {p_edge + n_edge:.5f} eV nm")
print(f"zone edge: |x_cv| full = {abs(p_edge + n_edge) / gap_edge:.5f} nm")
print(f"zone edge: |x_cv| momentum only = {p_edge / gap_edge:.5f} nm")
print(f"test point k = {k_test:.4f} 1/nm")
print(f"  band slope, finite difference = {slope:.6f} eV nm")
print(f"  band slope, full / momentum = {slope_full:.6f} / {slope_p:.6f} eV nm")
print(f"  |x_cv| from overlaps = {x_overlap:.6f} nm")
print(f"  |x_cv| full / momentum = {x_full:.6f} / {x_mom:.6f} nm")
print(f"chi full = {chi:.5f} (dimensionless)")
print(f"chi momentum only = {chi_p:.5f}")
print(f"chi cross term = {chi_cross:.5f}")
print(f"chi commutator squared = {chi_square:.5f}")
print(f"error of momentum only = {100 * (chi_p / chi - 1):.2f} %")
print(f"relative permittivity full / momentum = {1 + chi:.4f} / {1 + chi_p:.4f}")
print(f"ring chi, 20 cells / 40 cells = {ring_small:.5f} / {ring_large:.5f}")
print(f"ring chi extrapolated = {chi_ring:.5f}")
print(f"shift of chi, 80 to 160 k points = {shift_k:.1e}")
print(f"shift of chi, 17 to 25 plane waves = {shift_pw:.1e}")
print("scale of V_NL | gap eV | chi | chi momentum | error %")
for row in scan:
    print("  %5.2f | %.4f | %.4f | %.4f | %.2f" % row)
print(f"curvature average = {dia:.6f} eV nm^2")
print(f"full transition sum = {para:.6f} eV nm^2")
print(f"bare-mass term = {dia_p:.6f} eV nm^2")
print(f"momentum transition sum = {para_p:.6f} eV nm^2")
print(f"spurious 1/omega^2 term of chi at {photon:.1f} eV = {chi_spurious:.3f}")
print(f"chi with local fields = {chi_lf:.4f} ({100 * (chi_lf / chi - 1):.2f} %)")
print(f"chi, gap raised 0.5 eV = {chi_shift:.4f} ({100 * (chi_shift / chi - 1):.2f} %)")
print(f"chi at 1 eV photon = {chi_photon:.4f} ({100 * (chi_photon / chi - 1):.2f} %)")
print(f"exp(-gap/2kT) at 300 K = {boltzmann:.1e}")
print(f"field gap/(e a) = {gap / a * 10:.1f} MV/cm")
print("OK")
```

Output:

```
period a = 0.40 nm, cross-section A = 0.16 nm^2
local potential amplitude = 2.00 eV
projector width = 0.08 nm
strengths even, odd = -1.50, 1.00 eV
hbar^2/2m = 0.038100 eV nm^2, e^2/eps0 = 18.0951 eV nm
fundamental gap = 4.2502 eV
zone edge: E_cv = 4.2502 eV
zone edge: momentum part of hbar v = 0.60044 eV nm
zone edge: commutator part = 0.13012 eV nm
zone edge: full hbar v = 0.73055 eV nm
zone edge: |x_cv| full = 0.17188 nm
zone edge: |x_cv| momentum only = 0.14127 nm
test point k = 4.7124 1/nm
  band slope, finite difference = 0.266423 eV nm
  band slope, full / momentum = 0.266423 / 0.214477 eV nm
  |x_cv| from overlaps = 0.085646 nm
  |x_cv| full / momentum = 0.085646 / 0.065246 nm
chi full = 2.07827 (dimensionless)
chi momentum only = 1.32491
chi cross term = 0.66491
chi commutator squared = 0.08844
error of momentum only = -36.25 %
relative permittivity full / momentum = 3.0783 / 2.3249
ring chi, 20 cells / 40 cells = 2.05171 / 2.07156
ring chi extrapolated = 2.07817
shift of chi, 80 to 160 k points = 2.8e-14
shift of chi, 17 to 25 plane waves = 2.1e-14
scale of V_NL | gap eV | chi | chi momentum | error %
  -0.50 | 0.8601 | 34.1375 | 43.9262 | 28.67
   0.00 | 1.9944 | 7.2656 | 7.2656 | 0.00
   0.50 | 3.1245 | 3.3900 | 2.6770 | -21.03
   1.00 | 4.2502 | 2.0783 | 1.3249 | -36.25
curvature average = 0.099100 eV nm^2
full transition sum = 0.099100 eV nm^2
bare-mass term = 0.076200 eV nm^2
momentum transition sum = 0.059092 eV nm^2
spurious 1/omega^2 term of chi at 1.0 eV = -9.674
chi with local fields = 1.6706 (-19.62 %)
chi, gap raised 0.5 eV = 1.8835 (-9.37 %)
chi at 1 eV photon = 2.1744 (4.63 %)
exp(-gap/2kT) at 300 K = 2.0e-36
field gap/(e a) = 106.3 MV/cm
OK
```
